Why steps attract on a misfit-stressed film and repel without bulk stress

Dimensions fix how two parallel steps a distance d apart can push on each other through an elastic crystal. Suppose that each step acts on the crystal as a line of force F per unit length, a force monopole, measured in N/m. The crystal offers a shear modulus μ in N/m² and, for a deep body, no length of its own. The force between the steps, per length of step, is quadratic in the loads, because one load meets the displacement caused by the other. The one combination with the unit N/m is F²/(μd), and its integral over d is a logarithm. If the net force of each step vanishes, the next moment is a force dipole D, in N. Then the force must be D²/(μd³) and the energy D²/(μd²). The inverse square is thus a law for the energy; the force falls as the inverse cube.

Dimensions leave three questions open: which crystals give their steps a monopole, what the numerical factors are, and which sign the interaction has. A half-space with small steps answers all three.

**The model**

The solid fills z < H(x), and the steps run along y. Nothing depends on y and there is no displacement along y (plane strain). The solid is isotropic, with Poisson ratio ν. A step of height h is "up" if H rises by h as x increases. The film is coherent with its substrate and has the same elastic constants. Its misfit stress is σ_xx = s, positive in tension, with an equal σ_yy that does no work here. On a flat film this stress satisfies equilibrium by itself.

**A step on a stressed film is a force monopole**

To first order in slope the outward normal is n = (−H′, 1). The misfit stress alone would leave the traction −sH′ along x on the surface. The surface is free, so the additional stress must cancel it:

σ_xz = sH′(x) ≡ f(x).

The additional field is that of a flat half-space under the tangential load f. An up step has H′ = hδ(x), and its total load is

F = sh.

In a film under tension the extra layer on the upper terrace wants to contract. Its edge therefore drags the crystal towards the upper side, which is the direction +x given by the formula. A down step carries −sh. The film thickness has dropped out: below the step the misfit stress is uniform along x and exerts no net force.

**The energy and its sign**

Let u be the additional displacement along x at the surface. Relaxation changes the elastic energy by a term linear in the additional strain, the work against s, and by a quadratic stored energy. The divergence theorem turns the linear term into a surface integral of the misfit traction times u:

E_lin = ∫(−sH′)u dx = −∫f u dx.

The film–substrate interface adds nothing, since its normal is vertical and the misfit stress has no vertical components. The stored energy of a linear body loaded by f is half of load times displacement, +½∫f u dx. Together

E = −½∫f u dx.

This holds at fixed amount of film, so that the unrelaxed energy per volume is a constant. The minus sign decides between attraction and repulsion: the system gains when each load lies where the other has already moved the surface in its own direction.

**The response of the half-space**

Take a load f cos kx with k > 0. The stresses follow from an Airy function φ through σ_xx = ∂²φ/∂z², σ_zz = ∂²φ/∂x², σ_xz = −∂²φ/∂x∂z. The biharmonic function

φ = Bz e^{kz} sin kx

decays into the solid and gives σ_zz = 0 at z = 0. There σ_xz = −Bk cos kx, so B = −f/k, and σ_xx = 2kB sin kx = −2f sin kx. In plane strain

ε_xx = [(1−ν)σ_xx − νσ_zz]/(2μ) = −((1−ν)f/μ) sin kx,

and integration over x gives

u = ((1−ν)/(μk)) f cos kx.

For a normal load p cos kx the function is φ = −(p/k²)(1−kz)e^{kz} cos kx. It gives no shear stress at the surface, and below it

σ_zz = p(1−kz)e^{kz} cos kx, σ_xx = p(1+kz)e^{kz} cos kx.

The vertical strain is ε_zz = (p/2μ)[(1−2ν) − kz]e^{kz} cos kx. Integrated from −∞ to 0, with ∫e^{kz}dz = 1/k and ∫kz e^{kz}dz = −1/k, it yields u_z = ((1−ν)/(μk)) p cos kx, the same factor as before. The surface strain along x is (1−2ν)p cos kx/(2μ), proportional to the local pressure. A normal load therefore causes no strain along the surface at a distance, and normal and tangential dipoles at different places do not interact.

For a line load, all k are superposed:

G(x) = ((1−ν)/(πμ)) ∫₀^∞ (cos kx/k) dk.

The constant part diverges at small k but does not depend on x. The derivative is −((1−ν)/(πμ)) ∫₀^∞ sin kx dk, and the integral equals 1/x when a slow decay in k is inserted and then removed. Hence, up to a constant,

G(x) = −K ln|x|, K = (1−ν)/(πμ).

**Two monopoles**

In E = −½∬f(x)G(x−x′)f(x′)dx dx′ the cross term between the steps appears twice:

W = −F₁F₂G(d) = K F₁F₂ ln d + constant.

Two steps of the same sign have F₁F₂ = (sh)². Their energy falls as they approach, and they attract with the force K(sh)²/d. The square makes this true for a compressed film as well as for a stretched one. An up and a down step have F₁F₂ = −(sh)² and repel.

The mechanism can be read from the strain around one up step,

ε(x) = dG/dx · F = −KF/x.

On the upper terrace (x > 0) this strain has the sign opposite to s and relieves the misfit. On the lower terrace, at the foot of the step, it adds to the misfit. Now let two up steps approach by δ, each moving δ/2, so that no material is gained or lost. The higher step, on the right, spreads its layer over a strip δ/2 of relieved terrace. Film placed there costs less by |shε| = K(sh)²/d per width. The lower step, on the left, withdraws its layer from a strip δ/2 at the foot of the other, where film costs more by the same amount. The total gain is K(sh)²δ/d, which is the attractive force times δ.

These statements were tested on an elastic body with real vertical steps, relaxed by finite elements without the small-slope load or the function G. The body had ν = 0.22, a period of 200h and a film 6h thick. Energies were averaged over each profile and its inverse, up steps exchanged for down steps, which removes corrections odd in h; for the strain half the difference of the two was taken, which removes the even ones. For two up steps, balanced by two distant down steps, bringing both pairs from 40h to 16h changed the energy by −0.5148 s²h²/μ. The logarithmic law, summed over all steps and periodic images, gives −0.5165. For one up and one down step the change was +0.2172 against +0.2136. The strain at 12h from an up step, with a down step 40h away on the upper side, was −0.0291 s/μ on the upper terrace and +0.0172 s/μ on the lower one. The law gives −0.0287 and +0.0168; the two sides differ in size because of the second step.

**Without bulk stress: dipoles**

Set s = 0. The monopole vanishes, but the surface has a stress t of its own, in N/m. At an up step the upper terrace pulls the edge with +t along x, and the lower terrace pulls with −t. If t is the same on both terraces the forces cancel. They act at heights differing by h, however, and leave a couple th. Far from the step a couple acts like a pair of opposite normal forces with the same torque,

f_z = D_zδ′(x), D_z = th.

The torque of this load is −∫x f_z dx = D_z, as required. The riser and the atomic structure at the edge may also stretch or squeeze the surface locally, which adds a tangential dipole f_x = D_xδ′(x). The model does not fix D_x. Reflection x → −x turns an up step into a down step; it reverses D_z and leaves D_x unchanged.

For two dipoles of the same kind, each δ′ is removed by an integration by parts. One derivative acts on x and one on x′ in G(x−x′), which gives an extra minus sign:

W = −D₁D₂ ∂²G(x−x′)/∂x∂x′ = D₁D₂G″(d) = K D₁D₂/d².

Adding the tangential and normal parts,

W = K(D_x² + D_z²)/d² for steps of the same sign,
W = K(D_x² − D_z²)/d² for steps of opposite sign.

Same-sign steps repel whatever the signs of t and D_x, because squares are added. Opposite steps repel if |D_x| > |D_z| and attract if it is smaller. The change of sign from monopoles to dipoles comes from the curvature of the logarithm: −G rises with distance, while G″ is positive. In terms of waves, the response 1/k is weighted with k² when the load is a dipole, and a response dominated by long waves becomes one that suppresses them.

On the relaxed body, surface stress alone made two approaching same-sign steps costlier. To isolate the normal part, a known tangential dipole P was placed at each step as a probe. Write M_tt for the mutual energy of the two surface-stress loads, M_tp and M_pt for the mixed energies, and M_pp for that of the probes. The law gives M_tt = K(D_x² + D_z1D_z2)/d², M_tp = M_pt = K D_xP/d² and M_pp = KP²/d², so that

M_tt − M_tpM_pt/M_pp = K D_z1D_z2/d².

At 16h, 24h and 40h this gave D_z1D_z2/(th)² = 0.977, 0.989 and 0.995 for equal steps, and −1.018, −1.008 and −1.002 for opposite ones. The expected values are +1 and −1, with nothing fitted.

The total energy approaches its inverse-square form more slowly. Fitting it as a pure inverse square between 16h and 40h gives D_z² = 0.68(th)², and between 24h and 40h 0.77(th)², still well short of 1. These numbers do not isolate the cause. The shortfall in D_z²/(th)² dies out only as the first power of h/d, roughly as 5h/d, so the inverse square is a law for d much larger than h and is still visibly corrected at 16h.

**Both loads together**

A step on a stressed film keeps its dipoles. Monopole and tangential dipole also interact, with the energy

(D_x1F₂ − F₁D_x2)G′(x₁−x₂),

which vanishes for identical steps. Other mixed terms survive: the monopole of one step also meets the next moment of the other, and the relief of the surface couples the two strain fields. They fall off as 1/d², up to a logarithm, and change sign with s. Relative to the dipole energy they are of order |s|h/|t|, so they are small when the crossover found below lies at many step heights. Without them

W = A ln d + B/d², A = K(sh)², B = K(D_x² + D_z²).

The force changes sign where A/d = 2B/d³:

d* = √(2B/A) = √(2(D_x² + D_z²))/(|s|h).

Beyond d* equal steps attract, and closer in they repel. As s tends to zero, d* grows without limit and the purely repulsive crystal is recovered.

The same energy shows what happens to an evenly spaced train. Hold the two neighbours of a step fixed at distance ℓ on either side, let the step exchange atoms with a reservoir in equilibrium with the train, and shift it by δ. To second order

A[ln(ℓ+δ) + ln(ℓ−δ)] = 2A ln ℓ − Aδ²/ℓ²,
B[(ℓ+δ)⁻² + (ℓ−δ)⁻²] = 2B/ℓ² + 6Bδ²/ℓ⁴.

The central position is unstable if A/ℓ² > 6B/ℓ⁴, that is, if ℓ > √3 d*. The farther steps of the train, also held fixed, add the same two terms with nℓ in place of ℓ, n = 2, 3, and so on. If ℓ > √3 d*, each of these pairs favours the shift as well, so the condition remains sufficient. The step then leaves the middle and joins a neighbour. The condition is not necessary, because the steps can also move together. For a wave of displacements with a small phase q per step, the logarithm contributes the curvature −πAq/ℓ², linear in q, while the dipole term contributes only +π²Bq²/ℓ⁴. A long enough train is therefore unstable to long waves at any ℓ in this model. A distant bunch of N steps attracts a further one with N times the force of a single step, since their monopoles add.

**Numbers for a silicon–germanium film**

Consider double-layer steps on a Si₀.₈Ge₀.₂ film on Si(001), with rough values: Young modulus 140 GPa, ν = 0.22, misfit 0.8 %, h = 0.27 nm and terraces of 4 nm, a miscut of 3.9°. The surface stress is taken as 1 N/m, and D_x is assumed equal to D_z. The film is compressed, so

s = −(140 GPa/0.78) × 0.008 = −1.44 GPa,
F = sh = −0.388 N/m,
K = 0.78/(π × 57.4 GPa) = 4.33 TPa⁻¹.

The coefficients are

A = KF² = 6.50 × 10⁻¹³ J/m = 4.06 meV/nm,
B = 2K(0.27 nN)² = 3.94 meV nm.

At 4 nm the attraction is A/d = 1.0 meV/nm² and the repulsion 2B/d³ = 0.12 meV/nm², about one eighth of it. The crossover lies at d* = √(2 × 3.94/4.06) nm = 1.4 nm. This is about five step heights, where the dipole law is no longer accurate, so d* indicates a size rather than a precise distance. The train criterion gives √3 d* = 2.4 nm; terraces of 4 nm are unstable in this model without thermal motion. Bringing two steps from 20 to 4 nm gains 4.06 × ln 5 = 6.5 meV per nm of step and costs 0.24 meV/nm in dipole energy.

**What heat does to the pair**

These energies are small per length, and at 873 K, where kT = 75 meV, steps wander. Give each step a stiffness b, so that a path x(y) costs ½b(dx/dy)² per length. For two steps the relative coordinate r carries ¼b(dr/dy)². Over a short length Δy the Boltzmann factor is then a Gaussian in the change of r with variance 2kTΔy/b. Let ψ(r) be the stationary amplitude, reproduced from one slice to the next up to the factor 1 − eΔy/kT. Expanding to first order in Δy,

ψ + (kTΔy/b)ψ″ − (WΔy/kT)ψ = (1 − eΔy/kT)ψ,

and multiplying by kT/Δy gives

−((kT)²/b)ψ″ + Wψ = eψ.

Steps cannot cross, so ψ(0) = 0, and the separation has the probability ψ². Since the logarithm rises without limit, the lowest state is bound at every temperature within this model. A repulsive 1/d² energy alone binds nothing.

With a rough stiffness of 0.3 eV/nm the mean separation is 4.8 nm, and a direct sum over fluctuating paths gives the same value to within 1 %. With 1.0 eV/nm it is 3.1 nm. Both lie well above d*, so here it is mainly wandering, not the dipole energy, that keeps a pair apart. For the softer steps the pair is as wide as the terraces themselves. The attraction within a single pair then cannot visibly close a 4 nm terrace at this temperature; it can draw two steps together on terraces much wider than the pair. This does not make the train stable. Larger groups pull harder: the same equation gives mean gaps of about 3.8 nm for three of the softer steps and about 3.0 to 3.4 nm for four. Wandering adds a repulsion that falls as 1/ℓ², like the dipole term, so it does not stop the long waves.

**Where real films depart from the model**

Silicon is cubic, not isotropic. With rough cubic constants and steps along ⟨110⟩, A falls from 4.06 to 3.33 meV/nm, by 18 %. The alloy is softer than silicon by about 4 %, which lowers s² by about 9 % at fixed misfit; the change in K was not computed. If dislocations relax 20 % of the stress, A drops to 0.8² = 64 % of its value. The misfit stress also creates dipoles. Their natural scale |s|h² is about 0.4 of th here, and the factor in front of it was not computed, so B is known only roughly. None of these changes the sign of the logarithm. The model also takes the film–substrate interface to be flat. On a miscut wafer the interface has steps too, and each up step there is a buried monopole −sh. If these steps are evenly spaced at ℓ, the varying part of their field at the surface dies out with the film thickness c essentially as e^{−2πc/ℓ}. The example therefore assumes a film clearly thicker than its 4 nm terraces are wide. Over distances comparable with the wafer thickness, the half-space and its logarithm fail.

A further condition, which can fail, is that all terraces have the same surface stress. On Si(001), single-layer steps separate terraces whose surface stress along x alternates between two values. Each step then carries the force Δt, the jump in surface stress, even without misfit. Neighbouring steps have opposite Δt, and the monopole law makes them repel logarithmically. Double-layer steps restore equal terraces, which is why they were chosen here. The contrast between the two laws is thus a contrast between steps with and without a net force; misfit stress is one way to supply that force, with the same sign at every step up. The numerical output below lists the values used.

Computed values

```
TESTS ON THE STEPPED BODY (mu = h = s = t = 1)
Poisson ratio: 0.22; period: 200 h; film thickness: 6 h
misfit, same sign, W(16h)-W(40h): body -0.5148, log law -0.5165
misfit, same sign, W(24h)-W(40h): body -0.3007, log law -0.3014
misfit, opposite sign, W(16h)-W(40h): body 0.2172, log law 0.2136
misfit, opposite sign, W(24h)-W(40h): body 0.1177, log law 0.1162
strain 12h onto upper terrace: body -0.02911, law -0.02873
strain 12h onto lower terrace: body 0.01722, law 0.01678
flat surface, tangential dipoles, energy over inverse-square law: 1.004 at 16h, 1.000 at 40h
Dz1 Dz2/(t h)^2, same sign, at 16h, 24h, 40h: 0.977, 0.989, 0.995
Dz1 Dz2/(t h)^2, opposite sign, at 16h, 24h, 40h: -1.018, -1.008, -1.002
surface stress only, same sign, W(16h)-W(40h): 4.697e-03
surface stress only, opposite sign, W(16h)-W(40h): 1.283e-03
same sign, W(24h)-W(40h): body 1.603e-03, from nearer fit 1.545e-03
pure inverse-square fit from 16h: Dx^2 2.26, Dz^2 0.68
pure inverse-square fit from 24h: Dx^2 2.27, Dz^2 0.77
EXAMPLE: INPUTS (rough)
Young modulus: 140 GPa; misfit: 0.8 %
step height: 0.27 nm; terrace width: 4.0 nm
miscut angle: 3.9 deg
surface stress: 1.0 N/m
temperature: 873 K; kT: 75.2 meV
step stiffness: 0.3 eV/nm
EXAMPLE: RESULTS
shear modulus: 57.4 GPa
biaxial modulus: 179.5 GPa
film stress: -1.44 GPa
force monopole: -0.388 N/m
each force dipole Dx, Dz: 0.27 nN
K: 4.33 1/TPa
log coefficient A: 4.06 meV/nm = 6.50e-13 J/m
inverse-square coefficient B: 3.94 meV nm
attractive force at 4 nm: 1.015 meV/nm^2
repulsive force at 4 nm: 0.123 meV/nm^2
crossover separation d*: 1.39 nm
log energy gained, 20 to 4 nm: 6.53 meV/nm
dipole energy paid, 20 to 4 nm: 0.236 meV/nm
EXAMPLE: NEGLECTED EFFECTS
thermal mean pair separation: 4.78 nm
same from transfer matrix: 4.75 nm
same with stiffness 1.0 eV/nm: 3.11 nm
(kT)^2/stiffness: 18.9 meV nm
cubic constants c11, c12, c44: 166, 64, 80 GPa
A with cubic elasticity: 3.33 meV/nm
Ge biaxial modulus (rough): 140 GPa
alloy softening of the film: 4.4 %
A left after 20 % stress relaxation: 64 %
stress-induced dipole scale |s|h^2 over t h: 0.39
(h/d)^2 at the terrace width: 0.0046
relief correction scale of the dipole term there: 0.21
```
